# Plane-Wave Stress from Local Pseudopotentials and Partial Core Corrections, part 2

A periodic crystal is strained, $\mathbf r\to(1+\varepsilon)\mathbf r$, at fixed fractional atomic positions $\boldsymbol\tau_s$. We seek the stress $\sigma_{ab}=\Omega^{-1}\partial E/\partial\varepsilon_{ab}$ due to a rigid spherical core density $\rho_{\rm at}(r)$ on each atom, which enters only the exchange-correlation energy. Hartree atomic units are used; $\Omega$ is the cell volume, $\mathbf R$ a lattice vector, and $g(\mathbf r)=\sum_{\mathbf G}g(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$.

At self-consistency the orbital coefficients $c_i(\mathbf G)$, with fixed occupations $w_i$ (including $\mathbf k$-point weights), may be frozen. Then $N(\mathbf G)=\Omega n(\mathbf G)$, for valence density $n$, and $S(\mathbf G)=\sum_s e^{-i\mathbf G\cdot\boldsymbol\tau_s}$ are unchanged, while

$$
\frac{\partial\Omega}{\partial\varepsilon_{ab}}=\Omega\,\delta_{ab},\qquad
\frac{\partial G_c}{\partial\varepsilon_{ab}}=-\delta_{bc}G_a .
$$

Primes denote $d/d(G^2)$ at fixed $\Omega$. The atomic local potential $v_{\rm at}$ has transform $u$; with $v=u/\Omega$,

$$
\sigma^{\rm loc}_{ab}=-\sum_{\mathbf G}n^*S\left[v\delta_{ab}+2G_aG_bv'\right].
$$

At $\mathbf G=0$, after Coulomb cancellation, $u\to\alpha=\int[v_{\rm at}+Z/r]\,d^3r$.

The transform of $\rho_{\rm at}$ is $f(q^2)$, and $\rho_c(\mathbf G)=f(G^2)/\Omega$. The crystal core density $n_c$ has coefficients $S\rho_c$. Part (h) found, for $\rho=n+n_c$,

$$
D_{ab}\rho\equiv\frac{\partial\rho}{\partial\varepsilon_{ab}}\bigg|_{\rm frac}
=-\delta_{ab}\rho-\sum_{\mathbf G}2G_aG_b\,\rho_c'(\mathbf G)S(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.
$$

The first half's radial derivative, for short-ranged $h(r)$ with transform $\tilde h$, is

$$
\frac{d\tilde h}{d(q^2)}=-\frac{2\pi}q\int_0^\infty r^3h(r)j_1(qr)\,dr ,
$$

where $j_1(x)=\sin x/x^2-\cos x/x$.

The model crystal has cell vectors $(7,0,0)$, $(0.5,6.5,0)$, $(0.3,0.8,7.5)$ bohr, $\Omega=341.25$ bohr$^3$, and identical atoms at fractional $(0,0,0)$ and $(0.25,0.20,0.30)$, with

$$
v_{\rm at}(r)=-\frac Zr{\rm erf}\!\left(\frac r{\sqrt2r_{\rm loc}}\right)
+Ce^{-r^2/(2r_{\rm loc}^2)},
$$

$Z=2$, $r_{\rm loc}=0.6$ bohr, $C=-1$ Ha. Four electrons fill two orbitals at $\Gamma$. The basis is 183 plane waves ($G^2/2<5$ Ha unstrained), with integer labels fixed under strain; the grid has 25 points per axis. The density is self-consistent in LDA (Slater exchange, VWN correlation), core included. For $\mathbf G=(1,0,0)$ in integer labels, $G_x=0.89760$ bohr$^{-1}$.

### (i) The core-correction stress

In the local density approximation $E_{\rm xc}=\int_{\rm cell}e_{\rm xc}(\rho)\,d^3r$, where $e_{\rm xc}$ is the energy per volume. Derive the exchange-correlation stress, and separate the part that carries the core form factor.

*Solution.* Let $\langle\cdots\rangle$ denote an average over fractional coordinates, so that $E_{\rm xc}=\Omega\langle e_{\rm xc}(\rho)\rangle$. With $V_{\rm xc}=de_{\rm xc}/d\rho$, the product and chain rules give

$$
\frac{\partial E_{\rm xc}}{\partial\varepsilon_{ab}}
=\delta_{ab}E_{\rm xc}+\Omega\langle V_{\rm xc}D_{ab}\rho\rangle .
$$

Insert the result of part (h). Since $V_{\rm xc}$ is real, $\langle V_{\rm xc}e^{i\mathbf G\cdot\mathbf r}\rangle=V_{\rm xc}^*(\mathbf G)$, and therefore

$$
\frac{\partial E_{\rm xc}}{\partial\varepsilon_{ab}}
=\delta_{ab}\left[E_{\rm xc}-\int_{\rm cell}V_{\rm xc}\rho\,d^3r\right]
-\Omega\sum_{\mathbf G}V_{\rm xc}^*S\,2G_aG_b\rho_c'.
$$

The integral contains a core part,

$$
\int_{\rm cell}V_{\rm xc}\rho\,d^3r=\int_{\rm cell}V_{\rm xc}n\,d^3r
+\Omega\sum_{\mathbf G}V_{\rm xc}^*S\rho_c .
$$

Dividing by $\Omega$ and grouping the two terms that contain $\rho_c$ gives

$$
\sigma^{\rm xc}_{ab}=\frac{\delta_{ab}}\Omega
\left[E_{\rm xc}-\int_{\rm cell}V_{\rm xc}n\,d^3r\right]+\sigma^{\rm cc}_{ab},
$$

$$
\boxed{\sigma^{\rm cc}_{ab}=-\sum_{\mathbf G}V_{\rm xc}^*(\mathbf G)S(\mathbf G)
\left[\rho_c(\mathbf G)\delta_{ab}+2G_aG_b\frac{d\rho_c}{d(G^2)}\right]} .
$$

Both $E_{\rm xc}$ and $V_{\rm xc}$ are evaluated at $n+n_c$. The integral in the first line contains $n$ alone. If that integral is instead taken with $n+n_c$, it already includes the $\rho_c\delta_{ab}$ term, and only the derivative term may be added to it. The two ways of grouping give the same total stress.

The correspondence with the local stress is $n\to V_{\rm xc}$ and $v\to\rho_c$. It has a simple origin. In both cases a rigid atomic function changes by

$$
D_{ab}v=-v\delta_{ab}-2G_aG_bv',\qquad
D_{ab}\rho_c=-\rho_c\delta_{ab}-2G_aG_b\rho_c',
$$

and this change is multiplied by a conjugate field. For the local energy the field is $\Omega n^*$, which is fixed. For the core it is $\Omega V_{\rm xc}^*$, evaluated in the unstrained cell. The potential $V_{\rm xc}$ does change with strain, but the first derivative of $E_{\rm xc}$ requires only its unstrained value.

The derivation also holds when the average is a sum over a grid of fixed fractional points and $V_{\rm xc}(\mathbf G)$ is the corresponding discrete transform. The chain rule acts at each grid point, and the identity for $\langle V_{\rm xc}e^{i\mathbf G\cdot\mathbf r}\rangle$ then defines the discrete coefficient.

### (j) The core form factor and its limits

Find $\rho_c'$ from the radial core density, and discuss the term at $\mathbf G=0$ and the case of a constant $V_{\rm xc}$.

*Solution.* The core density is short-ranged, so no tail has to be separated. The formula for the radial derivative in the first half gives directly

$$
\rho_c'(\mathbf G)=-\frac{2\pi}{\Omega G}\int_0^\infty r^3\rho_{\rm at}(r)j_1(Gr)\,dr .
$$

At $\mathbf G=0$ this has the finite limit $-(2\pi/3\Omega)\int_0^\infty r^4\rho_{\rm at}\,dr$, but it is multiplied by $G_aG_b=0$. The $\delta_{ab}$ term survives with $f(0)=Q$, the partial core charge of the atom.

If $V_{\rm xc}$ were constant in space, its only nonzero coefficient would be $V_{\rm xc}(0)$. The core stress for $S(0)$ identical atoms would then be

$$
\sigma^{\rm cc}_{ab}=-\delta_{ab}\frac{V_{\rm xc}(0)S(0)Q}\Omega .
$$

A constant potential sees the average core density alone, and that average falls as the cell grows. For negative $V_{\rm xc}$ the resulting contribution is positive. The derivative of the form factor matters when $V_{\rm xc}$ varies in space.

### (k) The same stress in real space

Rewrite $\sigma^{\rm cc}$ as an integral over the cell. Use it to find the sign of the diagonal elements for a core density that decreases outward, and the condition under which the tensor is isotropic.

*Solution.* Consider the function $x_b\partial_a\rho_{\rm at}$ of one atom. The transform of $\partial_a\rho_{\rm at}$ is $iq_af$, and a factor $x_b$ becomes $i\partial/\partial q_b$. Hence

$$
\int x_b(\partial_a\rho_{\rm at})e^{-i\mathbf q\cdot\mathbf r}\,d^3r
=i\frac{\partial}{\partial q_b}(iq_af)
=-\delta_{ab}f-2q_aq_bf' .
$$

The last factor uses $\partial f/\partial q_b=2q_bf'$. The result is $\Omega$ times the negative of the bracket in $\sigma^{\rm cc}$.

For a spherical function, $\partial_a\rho_{\rm at}=(x_a/r)\,d\rho_{\rm at}/dr$. Let $\mathbf d=\mathbf r-\mathbf R-\boldsymbol\tau_s$ be the vector from an atom or one of its periodic images to the point $\mathbf r$. Summing over atoms and images supplies the structure factor, and the relation $\Omega^{-1}\int_{\rm cell}V_{\rm xc}W\,d^3r=\sum_{\mathbf G}V_{\rm xc}^*(\mathbf G)W(\mathbf G)$ for a periodic function $W$ gives

$$
\sigma^{\rm cc}_{ab}=\frac1\Omega\int_{\rm cell}V_{\rm xc}(\mathbf r)
\sum_{\mathbf R,s}\frac{d\rho_{\rm at}}{dr}\bigg|_{r=d}\frac{d_ad_b}{d}\,d^3r .
$$

If $V_{\rm xc}$ is negative and $\rho_{\rm at}$ decreases outward, their signs cancel. The factor $d_a^2/d$ is not negative, so each diagonal element is positive. On stretching, a point of fixed fractional coordinates moves away from the atom, the core density there falls, and with negative $V_{\rm xc}$ the energy density at that point rises. This is not the net change of $E_{\rm xc}$, because the growth of the volume supplies the term $\delta_{ab}E_{\rm xc}/\Omega$ of part (i), in which $E_{\rm xc}$ includes the core. For non-overlapping cores and $n=0$, $E_{\rm xc}$ does not depend on strain, so $\sigma^{\rm xc}=0$ and $\sigma^{\rm cc}_{ab}=-\delta_{ab}E_{\rm xc}/\Omega$ is cancelled exactly.

The real-space form also isolates the anisotropy. Around one atom, divide $V_{\rm xc}$ into its spherical average about that atom and a remainder. For the spherical average, the angular integral of $d_ad_b$ is proportional to $\delta_{ab}$. The shear elements and the differences between diagonal elements therefore come from the nonspherical remainder, weighted by the slope of the core density. The remainder has zero spherical average, so $d_ad_b$ may be replaced by $d_ad_b-d^2\delta_{ab}/3$ in its angular integral. This function has angular momentum $l=2$, and only the $l=2$ component of the remainder contributes. A compact core in a nearly spherical potential gives a nearly isotropic stress, even in a cell of low symmetry.

### (l) Gradient-dependent functionals

Let the energy density also depend on $\gamma=|\nabla\rho|^2$. What must be changed?

*Solution.* The gradient transforms like a reciprocal vector. Its derivative at fixed fractional coordinates has one part from the change of $\rho$ and one from the change of the coordinates:

$$
D_{ab}(\partial_c\rho)=\partial_c(D_{ab}\rho)-\delta_{bc}\partial_a\rho .
$$

Multiplication by $2\partial_c\rho$ and summation over $c$ give

$$
D_{ab}\gamma=2\nabla\rho\cdot\nabla(D_{ab}\rho)-2\,\partial_a\rho\,\partial_b\rho .
$$

The energy derivative is now

$$
\frac{\partial E_{\rm xc}}{\partial\varepsilon_{ab}}
=\delta_{ab}E_{\rm xc}+\Omega\left\langle
\frac{\partial e_{\rm xc}}{\partial\rho}D_{ab}\rho
+\frac{\partial e_{\rm xc}}{\partial\gamma}D_{ab}\gamma\right\rangle .
$$

In the term with $\nabla(D_{ab}\rho)$, integrate by parts. The boundary terms cancel by periodicity, and the factor multiplying $D_{ab}\rho$ becomes

$$
V_{\rm xc}=\frac{\partial e_{\rm xc}}{\partial\rho}
-2\nabla\cdot\left(\frac{\partial e_{\rm xc}}{\partial\gamma}\nabla\rho\right),
$$

which is the full exchange-correlation potential. The derivation of part (i) then applies with this $V_{\rm xc}$. The remaining explicit term is

$$
\sigma^{\rm grad}_{ab}=-\frac2\Omega\int_{\rm cell}
\frac{\partial e_{\rm xc}}{\partial\gamma}\,\partial_a\rho\,\partial_b\rho\,d^3r .
$$

Its gradients are those of the total density $n+n_c$. The formula for $\sigma^{\rm cc}$ keeps its form, but it does not replace this extra term. For PBE, evaluated at the LDA valence coefficients of the model crystal, the largest element of $\sigma^{\rm grad}$ is $3.34\times10^{-4}$ Ha/bohr$^3$ in magnitude. The complete PBE exchange-correlation stress agrees with energy differences at those frozen coefficients.

### (m) Numbers for the core correction

Give each model atom the core density

$$
\rho_{\rm at}(r)=\frac Q{(2\pi r_c^2)^{3/2}}e^{-r^2/(2r_c^2)},
$$

with $Q=2$ electrons and $r_c=0.5$ bohr. Evaluate the contribution of $\mathbf G=(1,0,0)$ to $\sigma^{\rm cc}_{xx}$ in LDA, and examine the tensor.

*Solution.* The transform of the Gaussian and its derivative are

$$
f=Qe^{-G^2r_c^2/2},\qquad f'=-\frac{r_c^2}2f .
$$

At $G^2=0.81126$ bohr$^{-2}$, division by $\Omega=341.25$ bohr$^3$ gives $\rho_c=5.2956\times10^{-3}$ bohr$^{-3}$ and $\rho_c'=-6.6195\times10^{-4}$ bohr$^{-1}$.

The potential coefficient is $V_{\rm xc}=-0.030273(1-i)$ Ha. With $S=1-i$ this gives $V_{\rm xc}^*S=-0.060546$ Ha. The bracket is

$$
5.2956\times10^{-3}-2(0.89760)^2(6.6195\times10^{-4})
=4.2290\times10^{-3}\ {\rm bohr}^{-3}.
$$

The vectors $\pm\mathbf G$ together contribute

$$
-2(-0.060546)(4.2290\times10^{-3})=5.121\times10^{-4}\ {\rm Ha/bohr^3}.
$$

The complete tensor, in units of $10^{-3}$ Ha/bohr$^3$, is:

| | $\delta_{ab}$ part | derivative part | sum |
|---|---:|---:|---:|
| xx | 9.624 | −1.836 | 7.788 |
| yy | 9.624 | −1.835 | 7.790 |
| zz | 9.624 | −1.834 | 7.790 |
| yz | 0 | 0.006 | 0.006 |
| xz | 0 | 0.006 | 0.006 |
| xy | 0 | 0.013 | 0.013 |

Each diagonal sum corresponds to about 229 GPa. The shear elements lie between 0.17 and 0.37 GPa. By part (k), this near isotropy means that the $l=2$ component of $V_{\rm xc}$ about the atoms, weighted by the slope of the core density and summed over both atoms, is small here. It says nothing about the other nonspherical components. The real-space integral gives the same tensor.

### (n) A test of the whole electronic stress

The orbitals were frozen in the derivation. Complete the electronic stress of the model, so that it can be compared with energies for which the orbitals are converged again in each strained cell.

*Solution.* The kinetic energy is $\frac12\sum_iw_i\sum_{\mathbf G}|c_i(\mathbf G)|^2|\mathbf k+\mathbf G|^2$. The vector $\mathbf k$ has fixed fractional coordinates and transforms like $\mathbf G$, so

$$
\sigma^{\rm kin}_{ab}=-\frac1\Omega\sum_iw_i\sum_{\mathbf G}|c_i(\mathbf G)|^2
(k+G)_a(k+G)_b .
$$

The Hartree energy, without its $\mathbf G=0$ term, is

$$
E_{\rm H}=\frac{2\pi}\Omega\sum_{\mathbf G\ne0}\frac{|N(\mathbf G)|^2}{G^2}.
$$

The factor $1/\Omega$ gives $-\delta_{ab}E_{\rm H}$, and the derivative of $1/G^2$ is $+2G_aG_b/G^4$. Therefore

$$
\sigma^{\rm H}_{ab}=-\delta_{ab}\frac{E_{\rm H}}\Omega
+4\pi\sum_{\mathbf G\ne0}|n(\mathbf G)|^2\frac{G_aG_b}{G^4}.
$$

The electronic stress of this model is $\sigma^{\rm kin}+\sigma^{\rm H}+\sigma^{\rm loc}+\sigma^{\rm xc}$. The ion-ion energy depends on the geometry alone. It is omitted from both the stress and the energies in this comparison, and its derivative must be added to obtain the full crystal stress. A nonlocal pseudopotential, absent from this model, would contribute a further term.

The formula gives diagonal elements $-1.561$, $-1.353$ and $-1.513$, and $yz$, $xz$ and $xy$ elements $0.521$, $0.623$ and $0.525$, all in $10^{-3}$ Ha/bohr$^3$. Differences of reconverged energies agree within $1.0\times10^{-9}$ Ha/bohr$^3$ for every component. This tests the stationarity argument as well as the explicit derivatives.

If $\sigma^{\rm cc}$ is left out, the largest discrepancy is $7.79\times10^{-3}$ Ha/bohr$^3$. That is about five times the magnitude of the total electronic $xx$ stress. The discrepancy is $\sigma^{\rm cc}$ itself, dropped while $E_{\rm xc}$ in the first term of $\sigma^{\rm xc}$ still contains the core. Part (k) shows that the two cancel exactly for non-overlapping cores and $n=0$. In this model $E_{\rm xc}=-4.274$ Ha, so $E_{\rm xc}/\Omega=-12.5\times10^{-3}$ Ha/bohr$^3$, opposite in sign to the diagonal of $\sigma^{\rm cc}$. The ratio belongs to this model, to this basis and to this grouping, and its denominator omits the ion-ion stress. With a cutoff of 15 Ha it falls to about four.

The agreement concerns the derivative of the energy in a fixed basis of 183 plane waves. The stress in this basis is not converged. Raising the cutoff from 5 to 15 Ha (947 plane waves) moves the diagonal elements of the electronic stress to about $-1.89$, $-1.70$ and $-1.85$, and $\sigma^{\rm loc}_{xx}$ from $1.906$ to about $1.82$, in $10^{-3}$ Ha/bohr$^3$. The diagonal of $\sigma^{\rm cc}$ changes by about 0.3%, while its small $xy$ element falls from $0.013$ to $0.007$. The digits in the tables describe the 183-wave basis, not the converged model. The stress is also taken at fixed fractional atomic positions. If the atoms were allowed to move within the strained cell, their displacement would add nothing at first order when the forces vanish in the unstrained cell, because the energy is then stationary in the atomic positions too.

## Numbers as computed

```
Z = 2.0, r_loc = 0.6 bohr, C_loc = -1.0 Ha
core charge = 2.0 electrons, core width = 0.5 bohr
a1 = (7.0, 0.0, 0.0) bohr
a2 = (0.5, 6.5, 0.0) bohr
a3 = (0.3, 0.8, 7.5) bohr
fractional positions (no unit): [[0.0, 0.0, 0.0], [0.25, 0.2, 0.3]]
volume = 341.250 bohr^3, cutoff = 5.0 Ha
plane waves = 183, grid = 25 points per axis
gap at Gamma = 0.3808 Ha
minimum n+n_c = 8.911e-05 bohr^-3
alpha = 1.121978 Ha bohr^3
E_loc = -3.830058 Ha, E_xc = -4.274402 Ha
electronic energy without ion-ion = -4.670495 Ha
One vector, integers (1,0,0):
G = (0.89760, -0.06905, -0.02854) bohr^-1
G^2 = 0.811264 bohr^-2, S = 1.0000-1.0000j (no unit)
n(G) = 4.294595e-03-4.294595e-03j bohr^-3
v = -8.706331e-02 Ha
dv/d(G^2) = 1.123709e-01 Ha bohr^2
+G and -G in sigma_loc,xx = -1.614889e-03 Ha/bohr^3
Vxc(G) = -3.027302e-02+3.027302e-02j Ha
rho_c = 5.295615e-03 bohr^-3
drho_c/d(G^2) = -6.619519e-04 bohr^-1
+G and -G in sigma_cc,xx = 5.120948e-04 Ha/bohr^3
Local stress, 1e-3 Ha/bohr^3: delta, derivative, sum, energy diff.
xx    11.22361    -9.31721     1.90640     1.90640
yy    11.22361    -9.23668     1.98694     1.98694
zz    11.22361    -8.93482     2.28880     2.28880
yz     0.00000     0.85666     0.85666     0.85666
xz     0.00000     1.04427     1.04427     1.04427
xy     0.00000     0.78020     0.78020     0.78020
Core stress, 1e-3 Ha/bohr^3: delta, derivative, sum, real space
xx     9.62446    -1.83648     7.78798     7.78798
yy     9.62446    -1.83473     7.78973     7.78973
zz     9.62446    -1.83414     7.79032     7.79032
yz     0.00000     0.00567     0.00567     0.00567
xz     0.00000     0.00613     0.00613     0.00613
xy     0.00000     0.01267     0.01267     0.01267
Electronic total, 1e-3 Ha/bohr^3: formula, reconverged energies
xx    -1.56052    -1.56052
yy    -1.35330    -1.35330
zz    -1.51286    -1.51286
yz     0.52132     0.52132
xz     0.62261     0.62261
xy     0.52490     0.52490
1 Ha/bohr^3 = 29421.016 GPa
sigma_loc xx..xy in GPa: 56.09 58.46 67.34 25.20 30.72 22.95
sigma_cc xx..xy in GPa: 229.13 229.18 229.20 0.17 0.18 0.37
largest form-factor quadrature error = 4.9e-15 (mixed a.u.)
largest error, local = 2.0e-13 Ha/bohr^3
largest error, xc with real-space core = 3.3e-13 Ha/bohr^3
largest error, real-space core stress = 2.8e-13 Ha/bohr^3
largest error, PBE = 2.5e-14 Ha/bohr^3
largest PBE gradient term = 3.339e-04 Ha/bohr^3
largest error, total = 9.8e-10 Ha/bohr^3
same without core stress = 7.790e-03 Ha/bohr^3
```
